# Gaussian-Width Independence of the Freysoldt–Neugebauer–Van de Walle Correction: a program that tests the result

```python
"""
Result under test: the Freysoldt-Neugebauer-Van de Walle correction
    E_corr = E_iso - E_per - q*C,   C = phi_supercell - phi_model (far away)
does not depend on the width beta of the Gaussian model charge
    rho(r) = q (pi beta^2)^(-3/2) exp(-r^2/beta^2)
except for Gaussian-tail terms, which are tested in closed form.
E_per, E_iso: energies of the periodic and the isolated model charge in a
medium of dielectric constant EPS. phi: potential felt by a positive charge,
with zero cell average. Lengths in nm, energies in eV, potentials in V.
The supercell potential is that of a known non-Gaussian charge in a uniform
medium, so the true finite-size error can be computed independently.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # V nm per charge
HARTREE = const.physical_constants["Hartree energy in eV"][0]
Q, EPS, L = 2.0, 20.0, 1.0
VOLUME, AREA, PLANE = L**3, L**2, L / 2
WIDTHS = [0.05, 0.10, 0.15, 0.20, 0.30, 0.40]


def lattice_points(cell, nmax):
    """Nonzero integer combinations of the rows of cell."""
    n = np.arange(-nmax, nmax + 1)
    grid = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
    return grid[np.any(grid != 0, axis=1)] @ cell


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def gaussian(beta):
    return lambda g2: np.exp(-beta**2 * g2 / 4)


CUBE = L * np.eye(3)
G = lattice_points(reciprocal(CUBE), 24)
G2 = np.sum(G**2, axis=1)
R = np.linalg.norm(lattice_points(CUBE, 6), axis=1)


def energy_periodic(form, eps=EPS, g2=G2):
    return 2*np.pi*COULOMB*Q**2/(eps*VOLUME) * np.sum(form(g2)**2 / g2)


def energy_isolated(form, eps=EPS):
    integral = quad(lambda g: form(g*g)**2, 0, 400, points=[5, 20, 80],
                    limit=300, epsabs=1e-11, epsrel=1e-11)[0]
    return COULOMB * Q**2 / (np.pi * eps) * integral


def plane_potential(form, z, eps=EPS):
    """Potential averaged over the plane at height z above the defect."""
    g = 2 * np.pi * np.arange(1, 201) / L
    series = np.sum(2 * form(g*g) * np.cos(g*z) / g**2)
    return 4 * np.pi * COULOMB * Q / (eps * VOLUME) * series


def reference(g2):
    """Form factor of the non-Gaussian defect charge."""
    return 0.6 * gaussian(0.06)(g2) + 0.4 * gaussian(0.12)(g2)


def alignment(beta, z=PLANE, eps=EPS):
    return plane_potential(reference, z) - plane_potential(
        gaussian(beta), z, eps)


def lattice_term(beta, eps=EPS):
    form = gaussian(beta)
    return energy_isolated(form, eps) - energy_periodic(form, eps)


def correction(beta, eps=EPS):
    return lattice_term(beta, eps) - Q * alignment(beta, PLANE, eps)


def image_tail(beta):
    return COULOMB*Q**2/(2*EPS) * np.sum(erfc(R/(np.sqrt(2)*beta)) / R)


def plane_tail(beta):
    x = np.abs(PLANE - L*np.arange(-6, 8)) / beta
    ierfc = np.exp(-x*x)/np.sqrt(np.pi) - x*erfc(x)
    return -COULOMB*Q**2*2*np.pi*beta/(EPS*AREA) * np.sum(ierfc)


def quadratic(beta, eps=EPS):
    return np.pi * COULOMB * Q**2 * beta**2 / (eps * VOLUME)


# Isolated Gaussian energy and integral of the short-range potential.
for b in WIDTHS:
    closed = COULOMB*Q**2/(EPS*b*np.sqrt(2*np.pi))
    assert abs(energy_isolated(gaussian(b)) - closed) < 1e-8
    kernel = quad(lambda r: 4*np.pi*r*erfc(r/b), 0, 12*b)[0]
    assert abs(kernel - np.pi*b*b) < 1e-9

# Width changes in a triclinic cell, unit charge and unit prefactor:
# reciprocal sums against quadratic term plus real-space tails.
tri = np.array([[1.1, 0, 0], [0.2, 0.9, 0], [0.1, -0.15, 1.3]])
tri_vol = abs(np.linalg.det(tri))
tg = lattice_points(reciprocal(tri), 20)
tg2 = np.sum(tg**2, axis=1)
tr = lattice_points(tri, 7)
tr_len = np.linalg.norm(tr, axis=1)
point = np.array([0.5, 0.4, 0.6])
dist = np.linalg.norm(np.vstack([tr, np.zeros(3)]) - point, axis=1)


def tri_energy(b):
    per = 2*np.pi/tri_vol*np.sum(np.exp(-b*b*tg2/2)/tg2)
    return per - 1/(b*np.sqrt(2*np.pi))


def tri_potential(b):
    return 4*np.pi/tri_vol*np.sum(
        np.exp(-b*b*tg2/4)*np.cos(tg @ point)/tg2)


b1, b2 = 0.15, 0.45
shift = np.pi*(b2**2 - b1**2)/tri_vol
tail_e = 0.5*np.sum((erfc(tr_len/(np.sqrt(2)*b2))
                     - erfc(tr_len/(np.sqrt(2)*b1)))/tr_len)
tail_p = np.sum((erfc(dist/b2) - erfc(dist/b1))/dist)
err_e = abs(tri_energy(b2) - tri_energy(b1) - shift + tail_e)
err_p = abs(tri_potential(b2) - tri_potential(b1) - shift + tail_p)
assert err_e < 1e-9 and err_p < 1e-9

# Point-charge limit from one very wide Gaussian, then used for all widths.
wide = 0.6
point_limit = lattice_term(wide) + quadratic(wide) - image_tail(wide)
alpha = 2 * EPS * L * point_limit / (COULOMB * Q**2)
point_plane = -np.pi * COULOMB * Q / (6 * EPS * L)
point_align = plane_potential(reference, PLANE) - point_plane
limit_corr = point_limit - Q * point_align
rows = []
for b in WIDTHS:
    lat, align, total = lattice_term(b), alignment(b), correction(b)
    predicted = plane_tail(b) + image_tail(b)
    assert abs(lat - (point_limit - quadratic(b) + image_tail(b))) < 1e-7
    assert abs(total - limit_corr - predicted) < 1e-7
    rows.append((b, lat, align, -Q*align, total, predicted))

true_error = energy_isolated(reference) - energy_periodic(reference)
narrow = [row for row in rows if row[0] <= 0.15]
spread = np.ptp([row[4] for row in narrow])
lat_spread = np.ptp([row[1] for row in narrow])
assert spread < 1e-6 and lat_spread > 0.01
assert max(abs(row[4] - true_error) for row in narrow) < 1e-6
assert abs(rows[-1][4] - true_error) > 0.01     # too wide: it must fail

# Wrong dielectric constant: width-independent, yet wrong and not flat.
eps_wrong = 15.0
wrong = [correction(b, eps_wrong) for b in (0.05, 0.10, 0.15)]
wrong_spread = np.ptp(wrong)
wrong_error = wrong[1] - true_error
slope_good = alignment(0.10, 0.4*L) - alignment(0.10)
slope_wrong = (alignment(0.10, 0.4*L, eps_wrong)
               - alignment(0.10, PLANE, eps_wrong))
assert wrong_spread < 1e-6 and abs(wrong_error) > 0.05
assert abs(slope_good) < 1e-6 and abs(slope_wrong) > 1e-3

# Uniaxial dielectric tensor: spherical against tensor-shaped Gaussian.
eps_perp, eps_par = 22.0, 16.0
eps_geo = (eps_perp**2 * eps_par)**(1/3)
geg = eps_perp*(G[:, 0]**2 + G[:, 1]**2) + eps_par*G[:, 2]**2
inverse_mean = quad(lambda u: 1/(eps_perp+(eps_par-eps_perp)*u*u), 0, 1)[0]


def tensor_terms(beta, shaped):
    """Lattice term and q times the model potential in the far plane."""
    exponent = geg/eps_geo if shaped else G2
    inv_eps = 1/eps_geo if shaped else inverse_mean
    beta_z = beta*np.sqrt(eps_par/eps_geo) if shaped else beta
    iso = COULOMB*Q**2*inv_eps/(beta*np.sqrt(2*np.pi))
    per = 2*np.pi*COULOMB*Q**2/VOLUME*np.sum(
        np.exp(-beta**2*exponent/2)/geg)
    return iso - per, Q*plane_potential(gaussian(beta_z), PLANE, eps_par)


sphere_change = sum(tensor_terms(0.20, False)) - sum(
    tensor_terms(0.10, False))
shaped_change = sum(tensor_terms(0.20, True)) - sum(
    tensor_terms(0.10, True))
assert abs(shaped_change) < 1e-4
assert abs(sphere_change) > 30*abs(shaped_change)
tensor_limit = tensor_terms(0.10, True)[0] + quadratic(0.10, eps_geo)

# Reciprocal-cutoff convergence for the narrowest Gaussian.
bigger = np.sum(lattice_points(reciprocal(CUBE), 30)**2, axis=1)
cut_shift = energy_periodic(gaussian(0.05), EPS, bigger) - energy_periodic(
    gaussian(0.05))
assert abs(cut_shift) < 1e-8

# Sizes of effects outside the model.
eps_frozen, gate_distance, temperature = 5.0, 1.5, 300.0
frozen_limit = point_limit * EPS / eps_frozen
frozen_direct = lattice_term(0.10, eps_frozen) + quadratic(0.10, eps_frozen)
assert abs(frozen_limit - frozen_direct) < 1e-7
gate_energy = -COULOMB*Q**2/(4*EPS*gate_distance)
gate_work = -quad(lambda x: COULOMB*Q**2/(EPS*(2*x)**2),
                  gate_distance, np.inf)[0]
assert abs(gate_energy - gate_work) < 1e-8
face_field = 10*COULOMB*Q/(EPS*(L/2)**2)        # 1 V/nm = 10 MV/cm
thermal = const.k*temperature/const.e

print(f"charge q = {Q:+.0f} e; dielectric constant = {EPS:.0f}")
print(f"cubic cell edge L = {L:.2f} nm; sampling plane z = {PLANE:.2f} nm")
print("defect charge: 60% of width 0.06 nm, 40% of width 0.12 nm")
print(f"e^2/(4 pi eps0) = {COULOMB:.6f} eV nm")
print(f"cubic Madelung constant alpha = {alpha:.6f}")
print(f"point-charge lattice term K = {point_limit:.6f} eV")
print(f"point-charge alignment C_0 = {point_align:.6f} V")
print("beta(nm)  Eiso-Eper(eV)  C(V)  -qC(eV)  Ecorr(eV)  remainder(eV)")
for b, lat, align, qc, total, predicted in rows:
    print(f"{b:.2f}  {lat:.6f}  {align:+.6f}  {qc:+.6f}  {total:.6f}"
          f"  {predicted:+.2e}")
print("beta(nm)  q^2 pi beta^2/(eps Omega) (eV)  density face/centre")
for b in WIDTHS:
    print(f"{b:.2f}  {quadratic(b):.6f}  {np.exp(-(L/(2*b))**2):.2e}")
print(f"true finite-size error = {true_error:.6f} eV"
      f" = {true_error/HARTREE:.6f} Ha")
print(f"spread of Ecorr, beta 0.05-0.15 nm = {spread:.1e} eV")
print(f"spread of lattice term alone, same widths = {lat_spread:.6f} eV")
print(f"triclinic identity errors: energy {err_e:.1e}, potential"
      f" {err_p:.1e} (1/nm)")
print(f"wrong model dielectric constant = {eps_wrong:.0f}")
print(f"  spread over widths 0.05-0.15 nm = {wrong_spread:.1e} eV")
print(f"  error of correction = {wrong_error:+.6f} eV")
print(f"  C(0.4 L)-C(0.5 L): right eps {slope_good:+.1e} V,"
      f" wrong eps {slope_wrong:+.6f} V")
print(f"tensor: eps_perp = {eps_perp:.0f}, eps_par = {eps_par:.0f},"
      f" geometric mean = {eps_geo:.3f}")
print(f"  Ecorr change, beta 0.10 to 0.20 nm, sphere ="
      f" {sphere_change:+.6f} eV")
print(f"  same change, tensor-shaped Gaussian = {shaped_change:+.1e} eV")
print(f"  shift of K from anisotropy = {tensor_limit-point_limit:+.6f} eV")
print(f"cutoff shift of E_per (24 to 30 shells) = {cut_shift:.1e} eV")
print(f"K with frozen ions (eps = {eps_frozen:.0f}) = {frozen_limit:.4f} eV")
print(f"metal gate at {gate_distance:.1f} nm: image energy ="
      f" {gate_energy:.4f} eV")
print(f"isolated-charge field at L/2 = {face_field:.2f} MV/cm")
print(f"thermal energy at {temperature:.0f} K = {thermal:.4f} eV")
print("PASS")
```

Output:

```
charge q = +2 e; dielectric constant = 20
cubic cell edge L = 1.00 nm; sampling plane z = 0.50 nm
defect charge: 60% of width 0.06 nm, 40% of width 0.12 nm
e^2/(4 pi eps0) = 1.439965 eV nm
cubic Madelung constant alpha = 2.837297
point-charge lattice term K = 0.408561 eV
point-charge alignment C_0 = 0.003583 V
beta(nm)  Eiso-Eper(eV)  C(V)  -qC(eV)  Ecorr(eV)  remainder(eV)
0.05  0.406299  +0.002452  -0.004904  0.401395  -1.87e-47
0.10  0.399513  -0.000941  +0.001882  0.401395  -5.36e-14
0.15  0.388204  -0.006596  +0.013191  0.401395  -1.83e-07
0.20  0.372371  -0.014486  +0.028973  0.401344  -5.14e-05
0.30  0.327877  -0.034756  +0.069512  0.397389  -4.01e-03
0.40  0.275037  -0.052957  +0.105913  0.380951  -2.04e-02
beta(nm)  q^2 pi beta^2/(eps Omega) (eV)  density face/centre
0.05  0.002262  3.72e-44
0.10  0.009048  1.39e-11
0.15  0.020357  1.49e-05
0.20  0.036190  1.93e-03
0.30  0.081428  6.22e-02
0.40  0.144761  2.10e-01
true finite-size error = 0.401395 eV = 0.014751 Ha
spread of Ecorr, beta 0.05-0.15 nm = 1.8e-07 eV
spread of lattice term alone, same widths = 0.018095 eV
triclinic identity errors: energy 6.9e-17, potential 4.4e-16 (1/nm)
wrong model dielectric constant = 15
  spread over widths 0.05-0.15 nm = 2.4e-07 eV
  error of correction = +0.085923 eV
  C(0.4 L)-C(0.5 L): right eps -1.4e-08 V, wrong eps -0.003016 V
tensor: eps_perp = 22, eps_par = 16, geometric mean = 19.784
  Ecorr change, beta 0.10 to 0.20 nm, sphere = +0.007335 eV
  same change, tensor-shaped Gaussian = -9.8e-06 eV
  shift of K from anisotropy = +0.000840 eV
cutoff shift of E_per (24 to 30 shells) = 1.1e-15 eV
K with frozen ions (eps = 5) = 1.6342 eV
metal gate at 1.5 nm: image energy = -0.0480 eV
isolated-charge field at L/2 = 5.76 MV/cm
thermal energy at 300 K = 0.0259 eV
PASS
```
